# Hardy's Harmonic Heat Flux in the Phonon Basis: Two Derivations: a numerical check

```python
"""Hardy's harmonic heat flux in the phonon basis.

Real space: S = 1/2 sum_ij (R_i - R_j) u_i Phi_ij v_j, flux J = S / volume.
Phonons:    S = sum F_st a+_qs a_qt + 1/2 sum (P_st a_-qs a_qt + h.c.)
  F_st = (w_s + w_t)^2 V_st / (4 sqrt(w_s w_t)),  F_ss = w_s * group velocity
  P_st = (w_t^2 - w_s^2) V_st / (4 sqrt(w_s w_t))
  V_st = <e_s| dD/dq |e_t> / (w_s + w_t), D = dynamical matrix, w = frequency
u, v: displacements and velocities; R: equilibrium positions; Phi: force
constants. Hartree atomic units (hbar = 1). Bloch phases use atom positions.
"""
import numpy as np
from scipy import constants as sc

rng = np.random.default_rng(7)
N_CELLS = 13          # odd, so that only q = 0 is its own partner
HALF = N_CELLS // 2


def couplings(cell):
    """Yield force-constant block, separation R_i - R_j, and cell offset."""
    d = cell["tau"][:, None] - cell["tau"][None, :]
    a = cell["a"]
    yield cell["phi0"], d, 0
    yield cell["phi1"], d - a, 1
    yield cell["phi1"].T, d + a, -1


def real_space(cell, periodic=True):
    """Force constants, flux matrix A (S = u A v), masses, positions."""
    nb = len(cell["tau"])
    phi = np.zeros((N_CELLS * nb, N_CELLS * nb))
    flux = np.zeros_like(phi)
    for block, d, offset in couplings(cell):
        for l in range(N_CELLS):
            k = l + offset
            if not periodic and not 0 <= k < N_CELLS:
                continue
            k %= N_CELLS
            rows = slice(l * nb, (l + 1) * nb)
            cols = slice(k * nb, (k + 1) * nb)
            phi[rows, cols] += block
            flux[rows, cols] += 0.5 * d * block
    mass = np.tile(cell["mass"], N_CELLS)
    pos = (np.arange(N_CELLS)[:, None] * cell["a"] + cell["tau"]).ravel()
    return phi, flux, mass, pos


def normal_modes(phi, mass):
    lam, modes = np.linalg.eigh(phi / np.sqrt(np.outer(mass, mass)))
    assert lam.min() > 0
    return np.sqrt(lam), modes


def propagate(phi, mass, u0, v0, times):
    """Exact harmonic motion from real-space normal modes."""
    w, modes = normal_modes(phi, mass)
    root = np.sqrt(mass)
    x0 = (modes.T @ (root * u0))[:, None]
    y0 = (modes.T @ (root * v0))[:, None]
    c, s = np.cos(np.outer(w, times)), np.sin(np.outer(w, times))
    u = modes @ (x0 * c + y0 / w[:, None] * s) / root[:, None]
    v = modes @ (y0 * c - x0 * w[:, None] * s) / root[:, None]
    return u, v


def dynamical(cell, q):
    """Dynamical matrix and its analytic q derivative."""
    mm = np.sqrt(np.outer(cell["mass"], cell["mass"]))
    dyn, grad = 0, 0
    for block, d, _ in couplings(cell):
        term = block * np.exp(-1j * q * d) / mm
        dyn = dyn + term
        grad = grad - 1j * d * term
    return dyn, grad


def phonons(cell):
    nb = len(cell["tau"])
    qs = 2 * np.pi * np.arange(-HALF, HALF + 1) / (N_CELLS * cell["a"])
    w = np.zeros((N_CELLS, nb))
    e = np.zeros((N_CELLS, nb, nb), complex)
    for n in range(HALF + 1):
        dyn = dynamical(cell, qs[HALF + n])[0]
        lam, vec = np.linalg.eigh(dyn.real if n == 0 else dyn)
        assert lam.min() > 0
        w[HALF + n] = w[HALF - n] = np.sqrt(lam)
        e[HALF - n] = vec.conj()
        e[HALF + n] = vec
    grad = np.array([dynamical(cell, q)[1] for q in qs])
    gmat = e.conj().transpose(0, 2, 1) @ grad @ e
    vel = gmat / (w[:, :, None] + w[:, None, :])
    return qs, w, e, vel


def flux_coefficients(w, vel):
    ws, wt = w[:, :, None], w[:, None, :]
    root = 4 * np.sqrt(ws * wt)
    return (ws + wt) ** 2 * vel / root, (wt**2 - ws**2) * vel / root


def coherent_state(cell, qs, w, e, alpha):
    """Mean displacements and velocities for mode amplitudes alpha."""
    partner = alpha[::-1].conj()
    coord = (alpha + partner) / np.sqrt(2 * w)
    speed = -1j * np.sqrt(w / 2) * (alpha - partner)
    pos = np.arange(N_CELLS)[:, None] * cell["a"] + cell["tau"]
    phase = np.exp(1j * qs[:, None, None] * pos)
    norm = np.sqrt(N_CELLS * cell["mass"])
    out = []
    for amp in (coord, speed):
        field = np.einsum("qks,qs,qlk->lk", e, amp, phase) / norm
        assert np.abs(field.imag).max() < 1e-10 * np.abs(field).max()
        out.append(field.real.ravel())
    return out


def variance_parts(w, f, p, kt):
    """Thermal <S^2>: diagonal, number-conserving interbranch, pair."""
    n = 1 / np.expm1(w / kt)
    ns, nt = n[:, :, None], n[:, None, :]
    conserving = np.abs(f) ** 2 * ns * (nt + 1)
    diagonal = np.einsum("qss->", conserving)
    pair = 0.5 * np.abs(p) ** 2 * ((ns + 1) * (nt + 1) + ns * nt)
    return np.array([diagonal, conserving.sum() - diagonal, pair.sum()])


def variance_real_space(phi, flux, mass, kt):
    """Thermal <S^2> from Gaussian site correlations, no Bloch waves."""
    w, modes = normal_modes(phi, mass)
    b = modes / np.sqrt(mass)[:, None]
    coth = 1 / np.tanh(w / (2 * kt))
    uu = (b * (coth / (2 * w))) @ b.T
    vv = (b * (coth * w / 2)) @ b.T
    exchange = np.sum(flux * flux.T / np.outer(mass, mass)) / 4
    return np.trace(flux.T @ uu @ flux @ vv) + exchange


def sqrt_matrix(dyn):
    lam, vec = np.linalg.eigh(dyn)
    return (vec * np.sqrt(lam)) @ vec.conj().T


# Pinned diatomic chain: alternating springs k1, k2, second neighbour k3
k1, k2, k3, pin = 0.05, 0.03, 0.005, 0.01
chain = dict(
    a=8.0, tau=np.array([0.0, 3.0]), mass=np.array([2.0e4, 5.0e4]),
    phi0=np.array([[pin + k1 + k2 + 2 * k3, -k1], [-k1, pin + k1 + k2]]),
    phi1=np.array([[-k3, 0.0], [-k2, 0.0]]))
# Two atoms with two polarisations each and generic couplings
g = rng.normal(size=(4, 4))
generic = dict(
    a=8.0, tau=np.array([0.0, 0.0, 3.0, 3.0]),
    mass=np.array([2.0e4, 2.0e4, 5.0e4, 5.0e4]),
    phi0=0.01 * (g + g.T) + 0.3 * np.eye(4),
    phi1=0.02 * rng.normal(size=(4, 4)))
temperatures = (0.0002, 0.001)
saved = {}

for name, cell in (("chain", chain), ("generic", generic)):
    # Energy moment of an open cluster: time derivative against u A v
    phi, flux, mass, pos = real_space(cell, periodic=False)
    u0, v0 = rng.normal(size=len(mass)), 2e-3 * rng.normal(size=len(mass))
    step = 0.1
    u, v = propagate(phi, mass, u0, v0, np.array([-step, step]))
    site_energy = 0.5 * mass[:, None] * v**2 + 0.5 * u * (phi @ u)
    moment = pos @ site_energy
    rate = (moment[1] - moment[0]) / (2 * step)
    scale = np.abs(u0) @ np.abs(flux) @ np.abs(v0)
    assert abs(rate - u0 @ flux @ v0) < 1e-6 * scale

    # Velocity matrix: derivative of sqrt(D), and slope of the branches
    qs, w, e, vel = phonons(cell)
    h = 2e-5
    for i, q in enumerate(qs):
        dp, dm = dynamical(cell, q + h)[0], dynamical(cell, q - h)[0]
        droot = (sqrt_matrix(dp) - sqrt_matrix(dm)) / (2 * h)
        numeric = e[i].conj().T @ droot @ e[i]
        tol = 1e-5 * np.abs(vel).max()
        assert np.abs(numeric - vel[i]).max() < tol
        slope = (np.sqrt(np.linalg.eigvalsh(dp))
                 - np.sqrt(np.linalg.eigvalsh(dm))) / (2 * h)
        assert np.abs(slope - np.diag(vel[i]).real).max() < tol

    # Commutator constant: sum of w * v over the mesh
    wv = w * np.einsum("qss->qs", vel).real
    assert abs(wv.sum()) < 1e-10 * np.abs(wv).sum()

    # Complete bilinear form for arbitrary mode amplitudes
    f, p = flux_coefficients(w, vel)
    alpha = rng.normal(size=w.shape) + 1j * rng.normal(size=w.shape)
    phi, flux, mass, pos = real_space(cell)
    u0, v0 = coherent_state(cell, qs, w, e, alpha)
    direct = u0 @ flux @ v0
    diag = np.sum(wv * np.abs(alpha) ** 2)
    cons = np.einsum("qs,qst,qt->", alpha.conj(), f, alpha).real
    pair = np.einsum("qs,qst,qt->", alpha[::-1], p, alpha).real
    scale = np.abs(u0) @ np.abs(flux) @ np.abs(v0)
    assert abs(direct - cons - pair) < 1e-10 * scale

    # Quantum thermal variance, including zero-point motion
    for kt in temperatures:
        parts = variance_parts(w, f, p, kt)
        exact = variance_real_space(phi, flux, mass, kt)
        assert abs(parts.sum() / exact - 1) < 1e-9
        saved[name, kt] = parts, exact

    if name == "chain":
        # Smooth long-time average keeps only the diagonal term
        total = 1.0e6
        times = np.arange(0, total, 200.0)
        u, v = propagate(phi, mass, u0, v0, times)
        window = np.sin(np.pi * times / total) ** 4
        series = np.sum(u * (flux @ v), axis=0)
        average = np.sum(window * series) / window.sum()
        assert abs(average - diag) < 1e-5 * scale
        random_state = direct, diag, cons - diag, pair, average

# Worked wavevector of the chain: equal coherent amplitudes in both branches
qs, w, e, vel = phonons(chain)
f, p = flux_coefficients(w, vel)
phi, flux, mass, pos = real_space(chain)
i = HALF + 3
w1, w2 = w[i]
v1, v2 = np.diag(vel[i]).real
alpha = np.zeros_like(w, dtype=complex)
alpha[i] = 1.0
u0, v0 = coherent_state(chain, qs, w, e, alpha)
period = 2 * np.pi / (w2 - w1)
times = np.linspace(0, period, 2000, endpoint=False)
u, v = propagate(phi, mass, u0, v0, times)
series = np.sum(u * (flux @ v), axis=0)
steady = w1 * v1 + w2 * v2
beat = 2 * abs(f[i, 0, 1])
beat_seen = (series.max() - series.min()) / 2
assert abs(series.mean() - steady) < 1e-8 * (abs(steady) + beat)
assert abs(beat_seen / beat - 1) < 1e-5
mean_weight = (w1 + w2) / 2 * abs(vel[i, 0, 1])
ratio = abs(f[i, 0, 1]) / mean_weight
assert abs(ratio - (w1 + w2) / (2 * np.sqrt(w1 * w2))) < 1e-12

# Cell-origin Bloch phases change the off-diagonal velocity
tau = chain["tau"]


def cell_phase_matrix(q):
    ph = np.exp(1j * q * tau)
    return ph[:, None] * dynamical(chain, q)[0] * ph.conj()


h = 2e-5
grad = (cell_phase_matrix(qs[i] + h) - cell_phase_matrix(qs[i] - h)) / (2 * h)
ec = np.exp(1j * qs[i] * tau)[:, None] * e[i]
vel_cell = ec.conj().T @ grad @ ec / (w[i][:, None] + w[i][None, :])
tau_st = e[i].conj().T @ (tau[:, None] * e[i])
shifted = vel[i] + 1j * tau_st * (w[i][None, :] - w[i][:, None])
assert np.abs(vel_cell - shifted).max() < 1e-5 * np.abs(vel).max()

hartree = sc.physical_constants["Hartree energy"][0]
au_speed = sc.physical_constants["atomic unit of velocity"][0]
su = "Eh^2 a0/hbar"
print(f"cells {N_CELLS}, lattice constant {chain['a']:.1f} a0")
print(f"atom positions in cell {tau[0]:.1f}, {tau[1]:.1f} a0")
print(f"masses {chain['mass'][0]:.0f}, {chain['mass'][1]:.0f} m_e")
print(f"springs k1 {k1}, k2 {k2}, k3 {k3}, pin {pin} Eh/a0^2")
print(f"worked wavevector q = {qs[i]:.6f} 1/a0 (mesh index 3)")
print(f"omega_1 = {w1:.6e} Eh/hbar")
print(f"omega_2 = {w2:.6e} Eh/hbar")
print(f"v_1 = {v1:.6e} a0 Eh/hbar = {v1 * au_speed:.1f} m/s")
print(f"v_2 = {v2:.6e} a0 Eh/hbar = {v2 * au_speed:.1f} m/s")
print(f"|V_12| = {abs(vel[i, 0, 1]):.6e} a0 Eh/hbar")
print(f"|V_12|, cell-origin phases = {abs(vel_cell[0, 1]):.6e} a0 Eh/hbar")
print(f"hbar omega_1 v_1 = {w1 * v1:.6e} {su}")
print(f"hbar omega_2 v_2 = {w2 * v2:.6e} {su}")
print(f"|F_12| = {abs(f[i, 0, 1]):.6e} {su}")
print(f"|P_12| = {abs(p[i, 0, 1]):.6e} {su}")
print(f"|F_12| with mean-frequency weight = {mean_weight:.6e} {su}")
print(f"ratio Hardy / mean-frequency weight = {ratio:.6f}")
print("Coherent state, unit amplitude in both branches at q:")
print(f"  steady S, phonon formula = {steady:.6e} {su}")
print(f"  steady S, real-space motion = {series.mean():.6e} {su}")
print(f"  beat amplitude 2|F_12| = {beat:.6e} {su}")
print(f"  beat amplitude, real-space motion = {beat_seen:.6e} {su}")
print(f"  beat period = {period:.2f} hbar/Eh")
print("Random coherent state of the whole chain:")
labels = ("S from real space", "diagonal part", "interbranch a+a part",
          "pair part", "long-time average of S")
for label, value in zip(labels, random_state):
    print(f"  {label} = {value:.6e} {su}")
for kt in temperatures:
    parts, exact = saved["chain", kt]
    kelvin = kt * hartree / sc.k
    print(f"Thermal chain, kT = {kt} Eh = {kelvin:.2f} K:")
    print(f"  <S^2> real space = {exact:.6e} ({su})^2")
    print(f"  <S^2> phonon sum = {parts.sum():.6e} ({su})^2")
    for label, part in zip(("diagonal", "interbranch a+a", "pair"), parts):
        print(f"  {label} share = {100 * part / parts.sum():.4f} %")
    rms = np.sqrt(exact) / (N_CELLS * chain["a"])
    watt = rms * hartree**2 / sc.hbar
    print(f"  rms energy current = {rms:.6e} Eh^2/hbar = {watt:.4e} W")
print("PASS")
```

It prints:

```
cells 13, lattice constant 8.0 a0
atom positions in cell 0.0, 3.0 a0
masses 20000, 50000 m_e
springs k1 0.05, k2 0.03, k3 0.005, pin 0.01 Eh/a0^2
worked wavevector q = 0.181246 1/a0 (mesh index 3)
omega_1 = 9.352287e-04 Eh/hbar
omega_2 = 2.421793e-03 Eh/hbar
v_1 = 2.946036e-03 a0 Eh/hbar = 6445.0 m/s
v_2 = -3.178634e-04 a0 Eh/hbar = -695.4 m/s
|V_12| = 1.661002e-03 a0 Eh/hbar
|V_12|, cell-origin phases = 2.087652e-03 a0 Eh/hbar
hbar omega_1 v_1 = 2.755217e-06 Eh^2 a0/hbar
hbar omega_2 v_2 = -7.697993e-07 Eh^2 a0/hbar
|F_12| = 3.109503e-06 Eh^2 a0/hbar
|P_12| = 1.376957e-06 Eh^2 a0/hbar
|F_12| with mean-frequency weight = 2.788010e-06 Eh^2 a0/hbar
ratio Hardy / mean-frequency weight = 1.115313
Coherent state, unit amplitude in both branches at q:
  steady S, phonon formula = 1.985418e-06 Eh^2 a0/hbar
  steady S, real-space motion = 1.985418e-06 Eh^2 a0/hbar
  beat amplitude 2|F_12| = 6.219006e-06 Eh^2 a0/hbar
  beat amplitude, real-space motion = 6.219000e-06 Eh^2 a0/hbar
  beat period = 4226.65 hbar/Eh
Random coherent state of the whole chain:
  S from real space = 9.335354e-06 Eh^2 a0/hbar
  diagonal part = 1.409275e-05 Eh^2 a0/hbar
  interbranch a+a part = 3.181991e-06 Eh^2 a0/hbar
  pair part = -7.939383e-06 Eh^2 a0/hbar
  long-time average of S = 1.409275e-05 Eh^2 a0/hbar
Thermal chain, kT = 0.0002 Eh = 63.16 K:
  <S^2> real space = 2.183412e-11 (Eh^2 a0/hbar)^2
  <S^2> phonon sum = 2.183412e-11 (Eh^2 a0/hbar)^2
  diagonal share = 2.8723 %
  interbranch a+a share = 3.9414 %
  pair share = 93.1863 %
  rms energy current = 4.492980e-08 Eh^2/hbar = 8.0981e-09 W
Thermal chain, kT = 0.001 Eh = 315.78 K:
  <S^2> real space = 1.988792e-10 (Eh^2 a0/hbar)^2
  <S^2> phonon sum = 1.988792e-10 (Eh^2 a0/hbar)^2
  diagonal share = 28.8808 %
  interbranch a+a share = 52.9791 %
  pair share = 18.1401 %
  rms energy current = 1.356005e-07 Eh^2/hbar = 2.4440e-08 W
PASS
```
